# Which faces set the measured mobility of a tall fin?

**Q:** I have a long silicon fin transistor on a (001) wafer. I measured its electron mobility at low drain bias and got about 140 cm²/Vs. A flat (001) transistor gives about 250 at a similar sheet density. The top of the fin is a (001) surface, so I conclude that fin processing has damaged it.

**A:** Your conclusion needs the current to flow mainly along the top. What are the dimensions, and where is the gate?

**Q:** The fin is 10 nm wide and 50 nm high. The gate covers the top and both sidewalls, over 2 nm of silicon dioxide. The channel is 1000 nm long and runs along [110].

**A:** Then the gated perimeter is \(50+10+50=110\) nm, and the top supplies 10 nm of it. The other 100 nm are sidewalls of orientation \((1\bar10)\). Before judging the top, we should work out what your measurement averages.

**Q:** Very well. How does the current divide among the faces?

**A:** I use atomic units in the algebra, with \(\hbar=m_e=e=4\pi\varepsilon_0=1\), and count carrier charge as positive. Let \(z\) run along the channel and \(s\) around the gated perimeter. At position \(s\) the surface holds \(N(s)\) carriers per area with mobility \(\mu(s)\) along the channel, so its sheet conductance is \(\sigma(s)=\mu(s)N(s)\). Assume that the fin is uniform along \(z\), that source and drain contact all faces, and that the drain bias \(V_D\) is too small to change \(N\). Assume also that the principal conduction directions lie along \(z\) and \(s\). Current conservation on the unrolled surface then reads

\[
\frac{\partial}{\partial z}\!\left(\sigma\frac{\partial V}{\partial z}\right)+\frac{\partial}{\partial s}\!\left(\sigma_s\frac{\partial V}{\partial s}\right)=0 ,
\]

where \(\sigma_s\) is the sheet conductance around the perimeter. Try \(V=V_Dz/L\). The first term vanishes because \(\sigma\) does not depend on \(z\), the second because \(V\) does not depend on \(s\). The contact values are right too, so this is the solution. Every face feels the same field \(V_D/L\), and no current crosses from face to face. Adding the strips gives

\[
I=\frac{V_D}{L}\int\mu(s)N(s)\,ds
=\frac{V_D}{L}\left(\mu_{\rm top}Q_{\rm top}+\mu_{\rm side}Q_{\rm side}\right).
\]

Here \(Q_{\rm top}\) and \(Q_{\rm side}\) are carriers per unit channel length, the latter on both sidewalls together. The last step takes one mobility per face.

**Q:** So the faces are resistors in parallel. What did I then call "the mobility"?

**A:** You presumably measured the gate-to-channel capacitance, integrated it over gate voltage to get the total mobile charge \(Q=Q_{\rm top}+Q_{\rm side}\), and divided:

\[
\mu_{\rm meas}=\frac{IL}{V_DQ}
=\frac{\mu_{\rm top}Q_{\rm top}+\mu_{\rm side}Q_{\rm side}}{Q}
=f_{\rm top}\mu_{\rm top}+f_{\rm side}\mu_{\rm side},
\]

with \(f_i=Q_i/Q\) and \(f_{\rm top}+f_{\rm side}=1\). The weights are shares of charge. Substituting \(f_{\rm top}=1-f_{\rm side}\) gives the discrepancy you noticed:

\[
\mu_{\rm top}-\mu_{\rm meas}=f_{\rm side}\,(\mu_{\rm top}-\mu_{\rm side}).
\]

It needs two things at once: charge on the sidewalls, and a sidewall mobility that differs from the top one.

**Q:** Let us take the charge first. Why should the sidewalls be as densely charged as the top? The gate sits on top.

**A:** It sits equally on the sides. Consider a flat part of any face, far from corners. The oxide has thickness \(t\) and dielectric constant \(\kappa\), \(V_G\) is the gate voltage measured from flat band, and \(\phi_s\) is the potential at the silicon surface. The oxide field is \(F=(V_G-\phi_s)/t\). The fin is undoped, so the mobile carriers are its only charge. On the inner side of a sidewall's charge, the normal field vanishes at the mid-plane by left-right symmetry. Below the top face it vanishes deep in the fin. Gauss's law then gives \(\kappa F=4\pi N\), or

\[
N=\frac{\kappa\,(V_G-\phi_s)}{4\pi t}.
\]

Orientation does not appear here, apart from a small effect through \(\phi_s\) once electrons are treated quantum mechanically. With equal \(N\) on all faces, width \(W\) and height \(H\),

\[
f_{\rm side}=\frac{2HN}{2HN+WN}=\frac{2H}{2H+W}.
\]

This exceeds one half when \(4H>2H+W\), that is, when \(H>W/2\). The fin need not even be tall. For yours the rule gives \(100/110=0.909\).

**Q:** Corners are gated from two sides. Could they rescue the top?

**A:** They shift the share slightly. Let each upper corner hold an excess charge \(\delta\) per length beyond the flat-face value. If both faces extend well beyond the corner region, reflection in the corner's diagonal exchanges them, so half of \(\delta\) lies nearer each. The top has two corners and each sidewall has one:

\[
Q_{\rm top}=WN+\delta,\qquad Q_{\rm side}=2HN+\delta .
\]

The same \(\delta\) is a larger fraction of the shorter perimeter, so a positive \(\delta\) raises the top's share.

To size this I solved the Poisson equation over the fin cross-section, oxide included, with classical electron statistics and no field through the fin's base. The gate was 1.50 V above flat band for a midgap gate, at 300 K. Assigning each electron to its nearest face gave 1.028 electrons/nm to the top and 9.524 to the sidewalls, 10.552 in all. Hence

\[
f_{\rm side}=\frac{9.524}{10.552}=0.903,\qquad f_{\rm top}=0.097 .
\]

Subtracting the two expressions above gives \((2H-W)N=8.496\) per nm, so \(N=0.0944\) nm\(^{-2}\) and \(\delta=0.084\) per nm. These values come from a 0.25 nm grid. A finer grid gives \(\delta\) of about 0.09 per nm and hardly changes the shares, but it raises the charges by about 0.5% in total, to 1.036 and 9.567 per nm with \(N=0.0948\) nm\(^{-2}\). The classical current, oxide field and channel resistance quoted below shift by the same 0.5%, while the weighted mobilities do not change. The corners are real, but they move the share by less than one percentage point.

**Q:** Does your threshold \(H=W/2\) survive the corners?

**A:** Yes, in this model. Cut the fin at its mid-plane. At \(H=W/2\) the half-section is a square, with no field through its inner edge or its base and identical gates on the other two edges. Reflection in the diagonal exchanges top and sidewall, so each holds half the charge, corner included. The Poisson solution for a fin 20 nm wide and 10 nm high gives 0.5000. At 20 nm by 20 nm it gives 0.662, against \(40/60=0.667\) from the perimeter rule. A base that lets field lines through would break the symmetry and shift the threshold.

**Q:** I accept the charge. But sidewall and top are both silicon under the same oxide. Why should their electron mobilities differ?

**A:** Silicon's conduction band has six valleys, in pairs along the cubic axes. From here on \(x\), \(y\) and \(z\) name these crystal axes, so \(z\) is now [001], the wafer normal, and no longer the channel direction. Each has a heavy mass \(m_l\) along its axis and a light mass \(m_0\) across it. I take the rough values \(m_l=0.92\) and \(m_0=0.19\) electron masses. A surface confines electrons along its normal, and the normal mass decides which valleys lie lowest: a heavier mass means less confinement energy in the same well.

On the (001) top, the \(z\) valleys have normal mass 0.92 and the other four 0.19. The \(z\) valleys lie lowest, and their mass along the channel is the light 0.19.

On the sidewall, let \(k_t\) be the wave number along the channel [110], \(k_n\) along the normal \([1\bar10]\), and \(k_b\) along [001]. Then \(k_x=(k_t+k_n)/\sqrt2\) and \(k_y=(k_t-k_n)/\sqrt2\). For an \(x\) valley, with wave numbers measured from its minimum,

\[
E=\frac12\left(\frac{k_x^2}{m_l}+\frac{k_y^2}{m_0}+\frac{k_b^2}{m_0}\right)
=\frac12\left(wk_t^2+wk_n^2+2d\,k_tk_n+\frac{k_b^2}{m_0}\right),
\]

\[
w=\frac12\left(\frac1{m_l}+\frac1{m_0}\right),\qquad
d=\frac12\left(\frac1{m_l}-\frac1{m_0}\right).
\]

**Q:** The cross term couples motion along the channel to motion into the wall. Can I read off a mass at all?

**A:** Complete the square in \(k_n\):

\[
wk_n^2+2d\,k_tk_n+wk_t^2
=w\left(k_n+\frac dw k_t\right)^2+\left(w-\frac{d^2}{w}\right)k_t^2 .
\]

The confining potential depends on the coordinate \(n\) alone. For fixed \(k_t\), the phase factor \(\exp(-i\,d\,k_tn/w)\) in the wave function removes the shift of \(k_n\) without changing the density or the zeros at the walls. What remains is an ordinary well with normal mass

\[
m_n=\frac1w=\frac{2m_lm_0}{m_l+m_0}=0.315,
\]

and a transport mass from the last term. Since \(w+d=1/m_l\) and \(w-d=1/m_0\),

\[
\frac1{m_t}=\frac{w^2-d^2}{w}=\frac{1}{m_lm_0}\cdot\frac{2m_lm_0}{m_l+m_0}=\frac{2}{m_l+m_0}.
\]

So \(m_t=(0.92+0.19)/2=0.555\). As a test, the tilted Hamiltonian was diagonalized in a box with the cross term kept; the growth of the ground energy with \(k_t\) gave 0.5549. The \(y\) valleys have \(d\) of opposite sign and the same masses. The \(z\) valleys have normal mass 0.19 on this wall, so they lie higher, although their transport mass is the light 0.19.

**Q:** Then the favoured sidewall valleys are the slow ones. But at room temperature all valleys hold some electrons.

**A:** They do, so I solved the Schrödinger and Poisson equations together for flat slabs standing for the two faces. The conductivity at a common scattering time is proportional to the population average of \(1/m_t\).

For the top, the lowest valleys have \(1/m_t=1/0.19=5.26\). The other four contribute \(w=3.18\) each along [110]; on a wide face the off-diagonal parts of their conductivity cancel between the equally filled \(x\) and \(y\) pairs. The computed average is 4.589, so the lowest valleys hold a fraction \((4.589-3.18)/(5.26-3.18)\approx0.68\).

For the sidewall the values are \(1/0.555=1.80\) and 5.26, and the average is 2.527. The slow valleys hold \((5.26-2.527)/(5.26-1.80)\approx0.79\) of the electrons. The mobility ratio is then

\[
\frac{\mu_{\rm side}}{\mu_{\rm top}}=\frac{2.527}{4.589}=0.55
\quad\text{at equal scattering time.}
\]

This explains the direction of the difference. Its size depends on the assumption of constant masses. The fast \(z\) valleys are non-parabolic when confined along \([1\bar10]\), which lowers them and fills them more; a two-band estimate for these valleys alone, in the same well, raises the ratio to roughly 0.6. Applied to all valleys on both faces it also makes the top electrons heavier, and the ratio rises to roughly 0.7. Nor does the ratio predict either mobility, because roughness and phonon scattering need not give equal times on the two faces.

**Q:** Now put in my numbers.

**A:** I take 250 cm²/Vs for the top and 130 for the sidewalls as rough typical electron inputs near a sheet density of \(10^{13}\) cm\(^{-2}\). Then

\[
\mu_{\rm meas}=0.0974\times250+0.9026\times130=24.4+117.3=141.7\ \text{cm}^2/\text{Vs}.
\]

A top-only reading would be too high by \(250-141.7=108.3\) cm²/Vs. A value near 140 is what an undamaged top would give, if the sidewall value is right.

To test the parallel rule without assuming a uniform field, the unrolled surface was also solved as a resistor network with cross currents allowed. It gave 141.7 as well. A series combination of the same shares would have given 136.4.

**Q:** My drain bias was 20 mV, not zero. Does that matter?

**A:** Slightly. Where the channel potential is \(V\), the electrons respond to the gate as if it were at \(V_G-V\), because shifting every potential by \(V\) changes nothing in an undoped fin without a body contact. The current is the same at every \(z\), so with fixed mobilities

\[
I\,dz=\sum_i\mu_iQ_i(V_G-V)\,dV
\quad\Rightarrow\quad
I=\frac1L\int_0^{V_D}\sum_i\mu_iQ_i(V_G-V)\,dV .
\]

For small \(V_D\) the integral is \(V_D\) times the integrand at \(V=V_D/2\). The charge there is lower by about \((V_D/2)/(V_G-\phi_s)\), if \(\phi_s\) hardly moves. The oxide field is 4.42 MV/cm, so the drop across 2 nm is 0.884 V, and the reduction is \(0.010/0.884=1.1\%\). The full integral, divided by the charge at zero drain bias, gives 140.2 instead of 141.7 cm²/Vs, which is the same 1.1%. With the classical charges used here, the current is 0.474 µA.

**Q:** Suppose I had divided by the charge of a flat transistor of width \(W\), since that is the area the fin takes on the wafer.

**A:** Then you would get a different quantity. With equal sheet densities and no corner excess,

\[
\mu_{\rm foot}=\frac{IL}{V_DNW}=\mu_{\rm top}+\frac{2H}{W}\mu_{\rm side},
\]

which grows with height without limit. Your fin would give \(250+10\times130=1550\) cm²/Vs; the Poisson charges, divided by the mean sidewall density, give 1570. That number measures current per wafer width at a given sheet density. No electron in the fin has that mobility.

**Q:** Can I get the top mobility out of fins at all?

**A:** Compare two fins of the same height and different widths, at the same gate voltage above flat band. From the charges with corners,

\[
\sum_i\mu_iQ_i=\mu_{\rm top}(WN+\delta)+\mu_{\rm side}(2HN+\delta),\qquad
Q=WN+2HN+2\delta .
\]

If \(N\), \(\delta\) and both mobilities stay fixed, changing \(W\) by \(\Delta W\) gives

\[
\frac{\Delta\left(\sum_i\mu_iQ_i\right)}{\Delta Q}=\frac{\mu_{\rm top}N\Delta W}{N\Delta W}=\mu_{\rm top}.
\]

Sidewalls and corners cancel. Poisson solutions at widths 10 and 14 nm, with the input mobilities, return 249.6 cm²/Vs against the 250 put in. In a measurement, \(\sum_i\mu_iQ_i\) is \(IL/V_D\), provided \(V_D\) is the voltage across the channel alone. The drop in the contacts must be removed first: 2 kΩ left in both fins would lower the result from 250 to about 227 cm²/Vs. The result is also biased if the wider fin has a different sidewall charge density, sidewall roughness, strain or threshold voltage. In the classical model, a threshold difference of only 10 mV shifts it by roughly 25 to 50 cm²/Vs, depending on the sign. Since the top carries a small share, small errors are magnified in the difference: here a 1% error in one current shifts the result by about 40 cm²/Vs. The slope is also the mobility of a narrow top, not of a wide (001) face. If electrons on a top 10 to 14 nm wide are quantized across the fin as well, the \(x\) and \(y\) valleys carry \(1/m_t=1.80\) there instead of 3.18. The average then drops from 4.59 to about \(0.68\times5.26+0.32\times1.80\approx4.15\), roughly 10% lower at equal scattering time, without any damage.

**Q:** Is a fin then always worse than a flat device?

**A:** No. The sign follows \(\mu_{\rm top}-\mu_{\rm side}\). For holes the \((1\bar10)\) wall with a [110] channel is the faster one; I take 60 for the top and 140 for the sidewalls as rough inputs. That ordering comes from the valence band, which the valley argument does not cover. With the same classical charge shares under mirrored gate bias,

\[
0.0974\times60+0.9026\times140=132.2\ \text{cm}^2/\text{Vs},
\]

more than twice the top value. Reading this as a top mobility would credit the top with an improvement that belongs to the sidewalls.

There is also a case in which the measured value equals the top mobility. Turn the fin by 45° in the wafer plane, so that the channel runs along [100] and the sidewalls are (010). A cubic symmetry operation maps (010) onto (001) and keeps the channel direction. With equally good surfaces, \(\mu_{\rm side}=\mu_{\rm top}\), and the weighted mean equals the top mobility even though most charge is still on the sidewalls. A low value would still not single out the top as damaged, because the sidewalls keep most of the weight.

**Q:** And a flat nanosheet with the gate all around?

**A:** It has two faces of width \(W\) and two edges of height \(H\). With equal sheet densities,

\[
f_{\rm side}=\frac{2H}{2H+2W}=\frac{H}{H+W}.
\]

The edges hold less than half when \(H<W\), so a thin, wide sheet is dominated by its (001) faces. In the fin, the opposite limits are \(H\gg W\), where \(\mu_{\rm meas}\to\mu_{\rm side}\), and \(H\ll W\), where the flat device returns.

**Q:** Ten nanometres is narrow. Are the electrons really on faces?

**A:** Less sharply than the classical picture suggests. In the quantum slab for the sidewalls, the mean depth of the charge is 2.27 nm out of a half-width of 5 nm, and the mid-plane density is 23% of the peak. Far below the top this does not spoil the argument, since both walls have the same orientation. Within a few nanometres of the top, the division between "top" and "side" electrons is blurred. If 5% of all the charge were assigned to the wrong face, the result would move by \(0.05\times120=6\) cm²/Vs. In a much narrower fin the electrons fill the cross-section, and one should compute the mobility of wire subbands instead.

The quantum slabs also hold less charge at the same gate voltage: \(7.69\times10^{12}\) cm\(^{-2}\) per sidewall, 19% below the classical \(9.52\times10^{12}\), and \(7.97\times10^{12}\) on the top. The shares hardly notice:

\[
f_{\rm side}=\frac{100\times7.69}{100\times7.69+10\times7.97}=0.906,
\]

which gives 141.3 cm²/Vs at the same input mobilities. The current does notice: it falls with the charge, by about 20%, to roughly 0.38 µA. The slabs use Fermi statistics because the lowest subbands are not dilute: the Fermi level is 0.75 \(k_BT\) above the lowest subband on the top and 0.52 \(k_BT\) below it on the sidewall. Quantum states at the corners are left out.

**Q:** How close is all this to a real device?

**A:** The width and height are roughly those of fins in logic chips. The 1000 nm channel and 2 nm oxide suit a mobility test structure; logic gates are tens of nanometres long and use high-permittivity stacks. With the classical charge, the channel resistance is 42.2 kΩ, so a rough contact resistance of 2 kΩ lowers the apparent mobility by the factor \(42.2/44.2=0.955\), from 140 to about 134 cm²/Vs. Scaled to a 20 nm channel, the same diffusive resistance would be 0.84 kΩ and the factor \(0.84/2.84\approx0.30\). Electrons may also cross such a channel with few collisions, so the extraction itself becomes unreliable there. Strain and etched-wall roughness change the input mobilities, by amounts I have not computed.

At 400 K the computed sidewall share stays at 0.906, and the mass-based mobility ratio rises from 0.55 to 0.59. If both mobilities fell as \(T^{-1.5}\), the weighted mean of 141.7 cm²/Vs would drop by the factor 0.65, to about 92 cm²/Vs. Gate leakage and velocity saturation matter little in your test fin. A rough tunnelling estimate puts the gate leakage near \(10^{-5}\) of the drain current. It depends exponentially on the assumed barrier and oxide mass, so it could be more than ten times larger and would still be small. On the flat faces the oxide field is below the roughly 10 MV/cm at which good silicon dioxide breaks down, though sharp corners can raise it locally. The drift velocity of \(2.8\times10^4\) cm/s is far below the saturation value, roughly \(10^7\) cm/s.

**Q:** So my 140 cm²/Vs says almost nothing about damage to the top.

**A:** Almost nothing, because the top has a weight of about 0.1. If its mobility fell by half, from 250 to 125, your measured value would fall by \(0.0974\times125\approx12\) cm²/Vs. A change of 13.5 in the sidewall mobility would do the same. To judge the top, use the width series, if contact resistance is removed and the fins are alike and measured precisely enough; to judge the sidewalls, compare with a lightly doped flat \((1\bar10)\) device with the same channel direction and sheet density. In a heavily doped one, depletion charge raises the surface field, so equal sheet density would not make the comparison fair.

## Computed results

```
fin width, height: 10, 50 nm
oxide thickness, channel length: 2, 1000 nm
gate bias from midgap flat band, drain bias: 1.50, 0.020 V
temperature: 300 K
input electron mobility top, side: 250, 130 cm2/Vs
input hole mobility top, side: 60, 140 cm2/Vs
line charge top, side, total: 1.028, 9.524, 10.552 electrons/nm
sidewall sheet density, classical: 9.52 1e12/cm2
sidewall charge share, Poisson: 0.9026
top charge share, Poisson: 0.0974
sidewall share, perimeter rule: 0.9091
sidewall share, width 20 nm height 10 nm: 0.5000
sidewall share, width 20 nm height 20 nm: 0.6622
electron mobility, weighted mean: 141.7 cm2/Vs
electron mobility, resistor network: 141.7 cm2/Vs
electron mobility, wrong series rule: 136.4 cm2/Vs
electron mobility, finite drain bias: 140.2 cm2/Vs
top-only reading minus weighted mean: 108.3 cm2/Vs
hole mobility, weighted mean: 132.2 cm2/Vs
top mobility from widths 10 and 14 nm: 249.6 cm2/Vs
footprint mobility: 1570 cm2/Vs
input silicon masses long, transverse: 0.92, 0.19 electron masses
tilted valley normal mass: 0.315 electron masses
tilted valley transport mass, formula: 0.5550 electron masses
tilted valley transport mass, spectrum: 0.5549 electron masses
mean inverse transport mass top, side: 4.589, 2.527 1/electron mass
side/top mobility ratio at equal scattering time: 0.551
same ratio at 400 K: 0.586
quantum sheet density top, side: 7.97, 7.69 1e12/cm2
quantum sidewall share at 300 K, 400 K: 0.9061, 0.9065
electron mobility with quantum shares: 141.3 cm2/Vs
charge centroid depth top, side: 2.49, 2.27 nm
side density at mid-fin / peak: 0.2302
Fermi level above lowest subband / kT top, side: 0.75, -0.52
phonon-type factor (T ratio)^-1.5 at 400 K: 0.650
drain current: 0.474 uA
channel resistance, rough contact resistance: 42.2, 2.0 kOhm
apparent mobility factor from contacts: 0.955
oxide field: 4.42 MV/cm
rough tunnelling barrier, oxide mass: 3.1 eV, 0.5 electron masses
gate leakage / drain current, rough WKB: 9.7e-06
mean drift velocity: 2.83e+04 cm/s
```
